# Correlation kinetic energy from uniform coordinate scaling of the density

The correlation energy of a density $n$ has a kinetic part and a repulsion part. This problem asks whether the functional $E_c$ alone, evaluated on compressed and stretched copies of $n$, is enough to separate them.

Consider $N$ electrons with

$$T=-\frac{\hbar^2}{2m}\sum_i\nabla_i^2,\qquad V=\sum_{i<j}\frac{e^2}{4\pi\varepsilon_0|\mathbf r_i-\mathbf r_j|}.$$

For an antisymmetric, normalised $\Psi$ write $T[\Psi]=\langle\Psi|T|\Psi\rangle$ and $V[\Psi]=\langle\Psi|V|\Psi\rangle$. The notation $\Psi\to n$ means that $\Psi$ has density $n$. The constrained searches are

$$F[n]=\min_{\Psi\to n}\left(T[\Psi]+V[\Psi]\right),\qquad T_s[n]=\min_{\Phi\to n}T[\Phi],$$

with minimisers $\Psi_n$ and $\Phi_n$, which are assumed to exist with finite $T$ and $V$. The Hartree and exchange energies together are $E_H+E_x=V[\Phi_n]$. The correlation parts are

$$T_c=T[\Psi_n]-T[\Phi_n],\qquad U_c=V[\Psi_n]-V[\Phi_n],\qquad E_c=T_c+U_c,$$

so that $E_c=F-T_s-E_H-E_x$. The scaled density is $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$ with $\gamma>0$. It holds the same $N$ electrons and is compressed for $\gamma>1$.

## (a) Scaling a wavefunction

**Let $\Psi^\gamma(\mathbf r_1,\dots,\mathbf r_N)=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots,\gamma\mathbf r_N)$, with spins untouched. Find its norm, density, kinetic energy and repulsion energy.**

Substitute $\mathbf s_i=\gamma\mathbf r_i$, so that $d^3r_i=\gamma^{-3}d^3s_i$. In the norm, the prefactor $\gamma^{3N}$ of $|\Psi^\gamma|^2$ cancels the $N$ factors $\gamma^{-3}$, and $\Psi^\gamma$ is normalised. Antisymmetry is kept, since all coordinates are treated alike.

The density is $N$ times the integral of $|\Psi^\gamma|^2$ over $N-1$ positions, summed over spins. Only $N-1$ factors $\gamma^{-3}$ appear, and the result is $\gamma^{3N-3(N-1)}n(\gamma\mathbf r)=\gamma^3n(\gamma\mathbf r)=n_\gamma(\mathbf r)$.

For the kinetic energy use $T[\Psi]=\frac{\hbar^2}{2m}\sum_i\int|\nabla_i\Psi|^2$. Each gradient of $\Psi(\gamma\mathbf r_1,\dots)$ yields a factor $\gamma$, and it is squared. For the repulsion, $1/|\mathbf r_i-\mathbf r_j|=\gamma/|\mathbf s_i-\mathbf s_j|$. Therefore

$$T[\Psi^\gamma]=\gamma^2T[\Psi],\qquad V[\Psi^\gamma]=\gamma V[\Psi].$$

## (b) The functionals without correlation

**How do $T_s$ and $E_H+E_x$ change when $n$ is replaced by $n_\gamma$?**

By part (a), the map $\Phi\mapsto\Phi^\gamma$ takes each function with density $n$ to one with density $n_\gamma$. Scaling by $1/\gamma$ undoes it, so the map is one-to-one and reaches every function with density $n_\gamma$. The search for $n_\gamma$ can thus be run over the functions that yield $n$:

$$T_s[n_\gamma]=\min_{\Phi\to n}T[\Phi^\gamma]=\gamma^2\min_{\Phi\to n}T[\Phi]=\gamma^2T_s[n].$$

The common factor $\gamma^2$ does not alter which function wins, so $\Phi_{n_\gamma}=(\Phi_n)^\gamma$. If several functions minimise $T$, one is chosen for $n$ and its scaled copy is used for $n_\gamma$. Then

$$(E_H+E_x)[n_\gamma]=V[(\Phi_n)^\gamma]=\gamma\,(E_H+E_x)[n].$$

## (c) The search with repulsion

**Is $(\Psi_n)^\gamma$ the minimiser for $n_\gamma$? What can be said about $F[n_\gamma]$?**

The same one-to-one map gives

$$F[n_\gamma]=\min_{\Psi\to n}\left(\gamma^2T[\Psi]+\gamma V[\Psi]\right)=\gamma^2f(1/\gamma),\qquad f(\lambda)=\min_{\Psi\to n}\left(T[\Psi]+\lambda V[\Psi]\right).$$

The two terms now carry different powers of $\gamma$, so their relative weight changes. The minimiser for $n_\gamma$ is the scaled copy of the function that minimises $T+V/\gamma$ at density $n$. Compressing a density is equivalent to weakening the repulsion at fixed density. The function $\Psi_n$ minimises $T+V$, and in general it does not minimise $T+V/\gamma$.

Still, $(\Psi_n)^\gamma$ has density $n_\gamma$ and is an allowed trial function. Its energy cannot lie below the minimum:

$$g(\gamma)\equiv\gamma^2T[\Psi_n]+\gamma V[\Psi_n]-F[n_\gamma]\ge0,\qquad g(1)=0.$$

The equality at $\gamma=1$ holds because $\Psi_n$ is the minimiser there.

## (d) Stationarity

**Assume that $F[n_\gamma]$ is differentiable at $\gamma=1$. Find its derivative there without knowing how the minimiser changes.**

For small $h>0$, $g(1+h)\ge0$ and $g(1)=0$ give

$$\frac{g(1+h)-g(1)}{h}\ge0,\qquad\frac{g(1-h)-g(1)}{-h}\le0.$$

Both quotients tend to $g'(1)$, which is therefore both non-negative and non-positive, hence zero. Differentiating the definition of $g$ at $\gamma=1$,

$$0=2T[\Psi_n]+V[\Psi_n]-\left.\frac{dF[n_\gamma]}{d\gamma}\right|_{1}
\quad\Rightarrow\quad
\left.\frac{dF[n_\gamma]}{d\gamma}\right|_{1}=2T[\Psi_n]+V[\Psi_n].$$

The minimiser does change with $\gamma$ beyond mere scaling, but this has no first-order effect on $F$. The derivative is taken along the one-parameter family $n_\gamma$, so no functional derivative of $F$ is needed.

## (e) Separating the correlation energy

**Let $D=dE_c[n_\gamma]/d\gamma$ at $\gamma=1$. Express $T_c[n]$ and $U_c[n]$ through $E_c[n]$ and $D$, and find what the signs and the weak-repulsion limit require.**

By part (b), $E_c[n_\gamma]=F[n_\gamma]-\gamma^2T[\Phi_n]-\gamma V[\Phi_n]$. Its derivative at $\gamma=1$ is

$$D=2T[\Psi_n]+V[\Psi_n]-2T[\Phi_n]-V[\Phi_n]=2T_c+U_c.$$

Subtracting $E_c=T_c+U_c$ leaves $T_c$. Then $U_c=E_c-T_c$ gives the other part:

$$\boxed{T_c[n]=\left.\frac{dE_c[n_\gamma]}{d\gamma}\right|_{\gamma=1}-E_c[n],\qquad
U_c[n]=2E_c[n]-\left.\frac{dE_c[n_\gamma]}{d\gamma}\right|_{\gamma=1}}$$

The signs follow from the two searches. Since $\Phi_n$ minimises $T$ at density $n$, $T_c\ge0$. Since $\Phi_n$ is a trial function for $F[n]$, $E_c\le0$. Hence $U_c=E_c-T_c\le E_c\le0$, and the first formula requires $D\ge E_c$. An approximate correlation functional can be inserted in the same formulas to define its kinetic part, but nothing in this argument guarantees that this part is non-negative.

For the weak-repulsion limit, suppose that $\Phi_n$ is unique and that $f$ can be expanded about $\lambda=0$:

$$f(\lambda)=T_s+\lambda(E_H+E_x)+\lambda^2e_2+\lambda^3e_3+\dots$$

Inserting $\lambda=1/\gamma$ in $\gamma^2f(1/\gamma)$ and removing the uncorrelated terms gives $E_c[n_\gamma]=e_2+e_3/\gamma+\dots$. If $e_2$ dominates, $E_c$ does not depend on $\gamma$, so $D=0$, $T_c=-E_c$ and $U_c=2E_c$: half of the gain in repulsion energy is paid back as kinetic energy. In general $D=T_c+E_c$, so $D$ measures the departure from this balance. The series gives $D=-e_3-2e_4-\dots$, and its first term alone suffices only when the repulsion is weak: for the density of part (g), $-e_3\approx-0.43$ eV while $D=-0.254$ eV. The expansion itself is an assumption. It fails for uniform-gas correlation: in the local density approximation $E_c[n_\gamma]$ keeps falling as $\ln\gamma$, and $\gamma\,dE_c[n_\gamma]/d\gamma$ tends to a negative constant instead of zero.

## (f) Conditions

**When is the assumed derivative available, what remains if it is not, and where was the Coulomb form of $V$ used?**

For fixed $\Psi$, $T[\Psi]+\lambda V[\Psi]$ is linear in $\lambda$. The minimum of a sum is at least the sum of the minima, so for $0\le t\le1$

$$f(t\lambda_1+(1-t)\lambda_2)\ge t f(\lambda_1)+(1-t)f(\lambda_2).$$

Thus $f$ is concave. Its slope never increases, one-sided derivatives exist at every $\lambda>0$, and kinks are downward jumps of the slope. Such jumps are at most countable, because the intervals of slope they skip do not overlap and each contains a rational number. Since $F[n_\gamma]=\gamma^2f(1/\gamma)$, its slope is $2\gamma f(1/\gamma)-f'(1/\gamma)$ wherever $f'$ exists. So $F[n_\gamma]$ has one-sided derivatives at every $\gamma>0$ and at most countably many kinks, and so has $E_c[n_\gamma]$, which differs from it by a polynomial in $\gamma$. Concavity does not carry over: neither function need be concave in $\gamma$.

If $\gamma=1$ happens to be a kink, let $D_+$ and $D_-$ be the right and left derivatives of $E_c[n_\gamma]$. The two inequalities of part (d) still hold separately and give $D_+\le2T_c+U_c\le D_-$. Subtracting $E_c$,

$$D_+-E_c\le T_c\le D_--E_c.$$

Different minimisers $\Psi_n$ may then have different $T_c$ at the same $E_c$, and a single value for $T_c$ cannot be expected.

The Coulomb form entered through $V[\Psi^\gamma]=\gamma V[\Psi]$. If the repulsion were proportional to $|\mathbf r_i-\mathbf r_j|^p$, the factor would be $\gamma^{-p}$, and the same steps would give $D=2T_c-pU_c$. The boxed formulas belong to $p=-1$. A repulsion softened at a fixed length has no such power, and the derivation does not apply to it.

## (g) A correlated state in closed form

**Two electrons in a singlet state move in a harmonic well with $\hbar\omega=E_h/2$, where $E_h=\hbar^2/(ma_0^2)=e^2/(4\pi\varepsilon_0a_0)$. Show that**

$$\Psi\propto\left(1+\frac{|\mathbf r_1-\mathbf r_2|}{2a_0}\right)\exp\left(-\frac{r_1^2+r_2^2}{4a_0^2}\right)$$

**is the ground state, and find $T_c$, $U_c$ and $E_c$ from their definitions.**

Let $\mathbf x=(\mathbf r_1-\mathbf r_2)/a_0$ and $\mathbf X=(\mathbf r_1+\mathbf r_2)/(2a_0)$. Then $r_1^2+r_2^2=a_0^2(2X^2+x^2/2)$, and $m\omega^2a_0^2=E_h/4$. The Hamiltonian separates:

$$\frac{H}{E_h}=\left(-\nabla_x^2+\frac{x^2}{16}+\frac1x\right)+\left(-\frac14\nabla_X^2+\frac{X^2}{4}\right).$$

The state becomes $\varphi(x)\,e^{-X^2/2}$ with $\varphi=u\,e^{-x^2/8}$ and $u=1+x/2$. For the relative part, $\nabla^2\varphi=\varphi''+2\varphi'/x$ gives

$$\nabla^2\varphi=\left(u''+\frac{2u'}{x}-\frac{xu'}{2}-\frac{3u}{4}+\frac{x^2u}{16}\right)e^{-x^2/8}.$$

With $u'=\tfrac12$, $u''=0$ and $u/x=1/x+\tfrac12$, the terms in $x^2u$ and $1/x$ cancel:

$$-\nabla^2\varphi+\left(\frac{x^2}{16}+\frac1x\right)\varphi=\left(\frac x4+\frac12+\frac{3u}4\right)e^{-x^2/8}=\frac54\varphi,$$

because $x/4+1/2=u/2$. The factor $e^{-X^2/2}$ is the oscillator ground state, with energy $\frac32\hbar\omega=\frac34E_h$. The total is $2E_h=54.42$ eV. The state has no node, so it is the ground state; it is symmetric in the positions, as a singlet requires. As a ground state it also minimises $T+V$ at its own density, since the well energy depends on the density alone. It is therefore $\Psi_n$.

The expectation values need $I_k=\int_0^\infty x^ke^{-x^2/4}dx$, with $I_1=2$, $I_2=2\sqrt\pi$, $I_3=8$, $I_4=12\sqrt\pi$, $I_5=64$ and $I_6=120\sqrt\pi$. From $\varphi^2=(1+x+x^2/4)e^{-x^2/4}$,

$$\frac{V[\Psi_n]}{E_h}=\frac{\int x\varphi^2dx}{\int x^2\varphi^2dx}=\frac{4+2\sqrt\pi}{8+5\sqrt\pi}.$$

From $\varphi'=(\frac12-\frac x4-\frac{x^2}8)e^{-x^2/8}$,

$$\frac{T[\Psi_n]}{E_h}=\frac{\int x^2\varphi'^2dx}{\int x^2\varphi^2dx}+\frac38=\frac{2+\frac{13}8\sqrt\pi}{8+5\sqrt\pi}+\frac38,$$

where $\frac38$ is the kinetic half of the centre-of-mass energy. These are $V[\Psi_n]=12.17555$ eV and $T[\Psi_n]=18.07972$ eV.

For $\Phi_n$, start from $\nabla n=2N\,\mathrm{Re}\int\Psi^*\nabla_1\Psi$, integrated over all variables but $\mathbf r_1$. The Cauchy–Schwarz inequality gives $|\nabla n|^2\le4n\,N\int|\nabla_1\Psi|^2$. Dividing by $4n$, integrating over $\mathbf r_1$ and multiplying by $\hbar^2/2m$,

$$T[\Psi]\ge\frac{\hbar^2}{8m}\int\frac{|\nabla n|^2}{n}d^3r.$$

Two electrons of opposite spin in the orbital $\sqrt{n/2}$ attain this bound, so this is $\Phi_n$. Its repulsion energy is that of two clouds $n/2$,

$$V[\Phi_n]=\frac14\iint\frac{e^2n(\mathbf r)n(\mathbf r')}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}d^3r\,d^3r'=\frac{E_H}2,$$

that is, $E_x=-E_H/2$. Quadrature with the density of $\Psi_n$ gives $T_s=17.28591$ eV and $E_H=28.03454$ eV, hence $E_H+E_x=14.01727$ eV. The definitions then yield

$$\begin{aligned}
T_c&=18.07972-17.28591=0.79381\ \text{eV},\\
U_c&=12.17555-14.01727=-1.84172\ \text{eV},\\
E_c&=0.79381-1.84172=-1.04791\ \text{eV}.
\end{aligned}$$

## (h) The same numbers from scaling

**Find $F[n_\gamma]$ near $\gamma=1$ without using the scaling relations, and obtain $T_c$ and $U_c$ from $E_c[n_\gamma]$ alone.**

Let $E[v]$ be the ground-state energy of two repelling electrons in a potential $v$. The minimiser for $n_\gamma$ is a trial state for it, so $E[v]\le F[n_\gamma]+\int vn_\gamma$, and

$$F[n_\gamma]\ge E[v]-\int v\,n_\gamma\,d^3r.$$

Equality holds when the ground state in $v$ has density $n_\gamma$. Maximising the right side over $v$ therefore gives $F[n_\gamma]$ if such a potential exists. The numerical check does this in a correlated basis that is not scaled with $\gamma$, with a finite expansion of $v$. Subtracting $T_s$ and $E_H+E_x$ of $n_\gamma$ gives the second column, in eV:

| $\gamma$ | $E_c[n_\gamma]$ | $g(\gamma)$ | $\Delta T$ |
|---|---|---|---|
| 0.90 | −1.02043 | 0.00586 | +0.10991 |
| 0.95 | −1.03471 | 0.00149 | +0.05760 |
| 1.00 | −1.04791 | 0.00000 | 0.00000 |
| 1.05 | −1.06015 | 0.00152 | −0.06276 |
| 1.10 | −1.07154 | 0.00615 | −0.13058 |

Here $\Delta T=T[\Psi_{n_\gamma}]-\gamma^2T[\Psi_n]$. The five-point difference formula with spacing 0.05 gives

$$D\approx\frac{-1.02043+8(1.03471)-8(1.06015)+1.07154}{12\times0.05}=-0.2540\ \text{eV},$$

and $-0.2541$ eV with unrounded entries. The formulas of part (e) become

$$\begin{aligned}
T_c&=-0.2541+1.0479=0.7938\ \text{eV}=1.272\times10^{-19}\ \text{J},\\
U_c&=2(-1.0479)+0.2541=-1.8417\ \text{eV}=-2.951\times10^{-19}\ \text{J}.
\end{aligned}$$

They differ from the direct values by $2\times10^{-6}$ eV. Here $T_c$ is about 76% of $|E_c|$, below the 100% of the weak-repulsion limit.

The last two columns show stationarity at work. Where $f$ is twice differentiable, $f'(\lambda)$ is the repulsion energy $V$ of the minimiser by the argument of part (d), so its kinetic energy is $f-\lambda f'$, with slope $-\lambda f''\ge0$. A weaker repulsion at fixed density means less correlation kinetic energy, hence $\Delta T<0$ for $\gamma>1$. To leading order in $\gamma-1$,

$$\Delta T\approx f''(1)(\gamma-1),\qquad g\approx-\tfrac12f''(1)(\gamma-1)^2.$$

Averaged over both sides of $\gamma=1$, doubling the distance multiplies $\Delta T$ by 1.998 and $g$ by 3.995. At $\gamma=1.10$ the minimiser has 0.131 eV less kinetic energy than the scaled trial function and $0.13058-0.00615=0.12443$ eV more repulsion energy. The two changes nearly cancel, and $F$ lies below the trial energy by the remaining 0.006 eV.

## Computed values

```
oscillator quantum hbar*omega        = 13.6057 eV
Bohr radius a0                       = 0.052918 nm
rms distance of an electron          = 0.09974 nm
number of basis functions kept       = 83
Direct side, exact wavefunction
total energy                         = 54.4228 eV
<T> interacting                      = 18.07972 eV
<V> interacting                      = 12.17555 eV
Ts                                   = 17.28591 eV
EH                                   = 28.03454 eV
Ex                                   = -14.01727 eV
EH + Ex                              = 14.01727 eV
Tc direct                            = 0.79381 eV
Uc direct                            = -1.84172 eV
Ec direct                            = -1.04791 eV
Scaling side: gamma, F, Ec, gap g(gamma), <T>_min - gamma^2 <T>, all in eV
0.90  25.59671  -1.02043  0.00586  +0.10991
0.95  27.88224  -1.03471  0.00149  +0.05760
1.00  30.25527  -1.04791  0.00000  -0.00000
1.05  32.71570  -1.06015  0.00152  -0.06276
1.10  35.26342  -1.07154  0.00615  -0.13058
gap ratio, spacing 0.10 over 0.05    = 3.995
<T> shift ratio, 0.10 over 0.05      = 1.998
largest relative free-moment error   = 5.6e-07
gamma^2 f(1/gamma) at gamma = 1.10   = 35.26342 eV
dF/dgamma at 1, numerical            = 48.3350 eV
2<T> + <V>, exact wavefunction       = 48.3350 eV
D = dEc/dgamma at 1, numerical       = -0.2541 eV
2 Tc + Uc, direct                    = -0.2541 eV
Tc from scaling, D - Ec              = 0.7938 eV
Uc from scaling, 2 Ec - D            = -1.8417 eV
Tc from scaling, converted           = 127.18 x 1e-21 J
Uc from scaling, converted           = -295.08 x 1e-21 J
difference in Tc, scaling - direct   = 2.0e-06 eV
difference in Uc, scaling - direct   = -2.0e-06 eV
```
